# Flat Landau Bands in a Weak Periodic Modulation and Weiss Oscillations: a program that tests the result

```python
"""Landau levels in a weak modulation V0*cos(K*x), and Weiss oscillations.

Result under test: the first-order shift of level n with orbit centre x0 is
V0*cos(K*x0)*U_n, U_n = exp(-X/2)*L_n(X), X = (K*l)**2/2, l = magnetic length.
For large n, U_n tends to J0(K*R), R = l*sqrt(2n+1), so that bands are flat
near 2R = (j - 1/4)*a, with a = 2*pi/K.  The drift velocity of the bands adds
  (V0*K*mfp/(2*EF))**2 * J0(K*R)**2/(1 - J0(K*R)**2)
to rho_xx/rho_0 (isotropic scattering, mfp = mean free path, many cyclotron
turns between collisions).
Oscillator units in the quantum tests: energy hbar*omega_c, length l;
there q = K*l and v = V0/(hbar*omega_c).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_laguerre, j0, jn_zeros, roots_laguerre

# ---------- quantum problem on a real-space grid (sinc basis) ----------
STEP = 0.2
XI = STEP * np.arange(-60, 61)          # distance from the orbit centre
offset = np.subtract.outer(np.arange(XI.size), np.arange(XI.size))
safe = np.where(offset == 0, 1, offset)
KINETIC = np.where(offset == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(offset) / safe**2) / STEP**2


def level(n, q, v, phase):
    """Energy and mean displacement of level n; phase = K*x0."""
    potential = XI**2 / 2 + v * np.cos(q * XI + phase)
    energy, vector = eigh(KINETIC + np.diag(potential),
                          subset_by_index=[n, n])
    return energy[0], np.sum(XI * vector[:, 0]**2)


def band_width(n, q, v):
    energies = [level(n, q, v, p)[0] for p in np.linspace(0, np.pi, 13)]
    return max(energies) - min(energies)


def overlap(n, X):
    return np.exp(-X / 2) * eval_laguerre(n, X)


# first-order shift and drift velocity against diagonalization
q_test = 0.9
for n in (0, 1, 5, 17):
    v = 1e-3
    shift = (level(n, q_test, v, 0)[0] - level(n, q_test, v, np.pi)[0])
    assert abs(shift / (2 * v) - overlap(n, q_test**2 / 2)) < 1e-5
v = 1e-4
displacement = level(5, q_test, v, 1.0)[1]
predicted = v * q_test * np.sin(1.0) * overlap(5, q_test**2 / 2)
assert abs(displacement / predicted - 1) < 0.01

# at a zero of L_n the remaining width is of second order in V0
n_level = 17
zeros_17 = np.sort(roots_laguerre(n_level)[0])
q_flat = np.sqrt(2 * zeros_17[1])
residual_ratio = (band_width(n_level, q_flat, 0.01)
                  / band_width(n_level, q_flat, 0.005))
assert 3.7 < residual_ratio < 4.3

# ---------- classical limit: average of the modulation over an orbit ------
angles = 2 * np.pi * np.arange(400) / 400


def orbit_average(s):
    return np.mean(np.cos(s * np.cos(angles)))


s_values = np.linspace(0.1, 10, 100)
average = np.array([orbit_average(s) for s in s_values])
errors = []
for n in (30, 60):
    nu = n + 0.5
    errors.append(np.max(np.abs(overlap(n, s_values**2 / (4 * nu))
                                - average)))
assert errors[1] < 2e-3
assert 3.5 < errors[0] / errors[1] < 4.4      # error falls as 1/nu**2

# zeros of the orbit average against the quarter-period rule
orbit_zeros = []
for j in range(1, 7):
    guess = np.pi * (j - 0.25)
    orbit_zeros.append(brentq(orbit_average, guess - 0.5, guess + 0.5))
orbit_zeros = np.array(orbit_zeros)
excess = orbit_zeros[4] / np.pi - 4.75
assert abs(excess * 8 * np.pi**2 * 4.75 - 1) < 0.02

# shift of a Laguerre zero away from the orbit-average zero
nu = 100.5
laguerre_s = 2 * np.sqrt(nu * np.sort(roots_laguerre(100)[0])[5])
zero_shift = laguerre_s - orbit_zeros[5]
assert abs(zero_shift / (orbit_zeros[5]**3 / (96 * nu**2)) - 1) < 0.03


# ---------- classical Boltzmann equation at fixed energy ----------
def boltzmann_change(eps, s, turns, hx=3, hphi=30):
    """Relative changes of rho_xx and rho_yy.

    eps = V0/EF, s = K*R, turns = omega_c*tau; units K = v_F = 1.
    Fourier basis in position x and velocity angle phi.
    """
    omega, tau = 1 / s, turns * s
    x = 2 * np.pi * np.arange(64) / 64
    speed = np.sqrt(1 - eps * np.cos(x))
    slope = eps * np.sin(x) / (2 * speed)     # derivative of the speed
    k, m = np.arange(-hx, hx + 1), np.arange(-hphi, hphi + 1)
    index = np.subtract.outer(k, k) % 64
    speed_op = (np.fft.fft(speed) / 64)[index]
    slope_op = (np.fft.fft(slope) / 64)[index]
    up = np.eye(m.size, k=-1)
    cos_op, sin_op = (up + up.T) / 2, (up - up.T) / 2j
    d_x, d_phi = np.diag(1j * k), np.diag(1j * m)
    one_x = np.eye(k.size)
    scattered_out = np.diag((m != 0).astype(float))
    generator = (np.kron(speed_op @ d_x, cos_op)
                 + omega * np.kron(one_x, d_phi)
                 - np.kron(slope_op, sin_op @ d_phi)
                 - np.kron(one_x, scattered_out) / tau)
    centre = generator.shape[0] // 2          # the constant function
    velocity = np.array([np.kron(speed_op, cos_op)[:, centre],
                         np.kron(speed_op, sin_op)[:, centre]]).T
    keep = np.arange(generator.shape[0]) != centre
    velocity = velocity[keep]
    response = np.linalg.solve(-generator[np.ix_(keep, keep)], velocity)
    diffusion = (velocity.conj().T @ response).real
    resistivity = np.linalg.inv(diffusion) * tau / 2
    return resistivity[0, 0] - 1, resistivity[1, 1] - 1


def drift_change(eps, s, turns):
    """Derived formula; K*mfp = s*turns."""
    return (eps * s * turns / 2)**2 * j0(s)**2 / (1 - j0(s)**2)


maxima = jn_zeros(1, 3)                       # extrema of J0
for s in maxima[:2]:
    change_xx, change_yy = boltzmann_change(0.01, s, 50)
    assert abs(change_xx / drift_change(0.01, s, 50) - 1) < 0.03
    assert abs(change_yy) < 0.05 * change_xx
flat_change = boltzmann_change(0.01, orbit_zeros[1], 50)[0]
assert abs(flat_change) < 0.02 * change_xx

# ---------- worked example, round model parameters ----------
hbar, e = const.hbar, const.e
mass_ratio, density = 0.07, 3e15
period, V0_meV, mfp = 300e-9, 0.1, 6e-6
mass = mass_ratio * const.m_e
meV = 1e-3 * e
K = 2 * np.pi / period
kF = np.sqrt(2 * np.pi * density)
EF = (hbar * kF)**2 / (2 * mass)
eps = V0_meV * meV / EF
inverse_B_period = e * period / (2 * hbar * kF)

# levels passing through EF: spacing in 1/B of the sign changes of U_n
n_sweep = np.arange(4, 81)
B_sweep = EF * mass / (hbar * e * (n_sweep + 0.5))
U_sweep = overlap(n_sweep, K**2 * hbar / (2 * e * B_sweep))
crossing = np.where(U_sweep[:-1] * U_sweep[1:] < 0)[0]
inv_B = 1 / B_sweep
flat_inv_B = (inv_B[crossing] - U_sweep[crossing]
              * (inv_B[crossing + 1] - inv_B[crossing])
              / (U_sweep[crossing + 1] - U_sweep[crossing]))
sweep_period = np.mean(np.diff(flat_inv_B))
assert len(flat_inv_B) >= 5
assert abs(sweep_period / inverse_B_period - 1) < 0.01

print(f"effective mass = {mass_ratio} m_e; density = {density:.1e} m^-2")
print(f"period a = {period*1e9:.0f} nm; V0 = {V0_meV} meV")
print(f"mean free path = {mfp*1e6:.0f} micrometre")
print(f"Fermi wavenumber = {kF:.4e} m^-1")
print(f"Fermi energy = {EF/meV:.3f} meV; V0/EF = {eps:.5f}")
print(f"K/(2 kF) = {K/(2*kF):.4f}; K*mfp = {K*mfp:.2f}")
print(f"period in 1/B, formula = {inverse_B_period:.4f} 1/T")
print(f"period in 1/B, level sweep = {sweep_period:.4f} 1/T")
print("Flat-band fields at the Fermi energy:")
for j in range(1, 5):
    B_rule = 2 * hbar * kF / (e * period * (j - 0.25))
    B_bessel = hbar * kF * K / (e * orbit_zeros[j - 1])
    print(f" j={j}: quarter rule {B_rule:.4f} T, J0 zero {B_bessel:.4f} T")
print(f"Flat-band diameter 2R/a for level n = {n_level}:")
for j in range(1, 5):
    exact = 2 * np.sqrt((n_level + 0.5) * zeros_17[j - 1]) / np.pi
    print(f" j={j}: Laguerre {exact:.4f}, J0 {orbit_zeros[j-1]/np.pi:.4f},"
          f" rule {j-0.25:.2f}")

print(f"Band of level n = {n_level}:")
X_peak = maxima[1]**2 / (4 * (n_level + 0.5))
for name, X in (("flat, j=2", zeros_17[1]), ("J0 maximum", X_peak)):
    B = K**2 * hbar / (2 * e * X)
    cyclotron = hbar * e * B / mass / meV
    v = V0_meV / cyclotron
    first_order = 2 * V0_meV * abs(overlap(n_level, X))
    full = band_width(n_level, np.sqrt(2 * X), v) * cyclotron
    print(f" {name}: B = {B:.4f} T, X = {X:.5f}")
    print(f"  hbar*omega_c = {cyclotron:.4f} meV, U_n = "
          f"{overlap(n_level, X):.5f}")
    print(f"  width: first order {first_order*1e3:.3f} microeV,"
          f" diagonalized {full*1e3:.3f} microeV")

print("Resistance maxima, relative change of rho_xx:")
for s in maxima[:2]:
    B = hbar * kF * K / (e * s)
    turns = K * mfp / s
    numerical = boltzmann_change(eps, s, turns)[0]
    print(f" B = {B:.4f} T, K*R = {s:.4f}, omega_c*tau = {turns:.2f}")
    print(f"  formula {100*drift_change(eps, s, turns):.3f} %,"
          f" Boltzmann {100*numerical:.3f} %")
print("Checks:")
print(f" residual width ratio on doubling V0 = {residual_ratio:.3f}")
print(f" largest |U_n - orbit average|, n=30: {errors[0]:.2e}")
print(f" largest |U_n - orbit average|, n=60: {errors[1]:.2e}")
print(f" Boltzmann change at flat band / at maximum = "
      f"{flat_change/change_xx:.5f}")
print("finished without a failed check")
```

Running it gives:

```
effective mass = 0.07 m_e; density = 3.0e+15 m^-2
period a = 300 nm; V0 = 0.1 meV
mean free path = 6 micrometre
Fermi wavenumber = 1.3729e+08 m^-1
Fermi energy = 10.259 meV; V0/EF = 0.00975
K/(2 kF) = 0.0763; K*mfp = 125.66
period in 1/B, formula = 1.6599 1/T
period in 1/B, level sweep = 1.6579 1/T
Flat-band fields at the Fermi energy:
 j=1: quarter rule 0.8033 T, J0 zero 0.7870 T
 j=2: quarter rule 0.3443 T, J0 zero 0.3429 T
 j=3: quarter rule 0.2191 T, J0 zero 0.2187 T
 j=4: quarter rule 0.1607 T, J0 zero 0.1605 T
Flat-band diameter 2R/a for level n = 17:
 j=1: Laguerre 0.7656, J0 0.7655, rule 0.75
 j=2: Laguerre 1.7588, J0 1.7571, rule 1.75
 j=3: Laguerre 2.7615, J0 2.7546, rule 2.75
 j=4: Laguerre 3.7712, J0 3.7534, rule 3.75
Band of level n = 17:
 flat, j=2: B = 0.3310 T, X = 0.43615
  hbar*omega_c = 0.5474 meV, U_n = -0.00000
  width: first order 0.000 microeV, diagonalized 0.528 microeV
 J0 maximum: B = 0.2053 T, X = 0.70312
  hbar*omega_c = 0.3396 meV, U_n = 0.30060
  width: first order 60.120 microeV, diagonalized 60.109 microeV
Resistance maxima, relative change of rho_xx:
 B = 0.4939 T, K*R = 3.8317, omega_c*tau = 32.80
  formula 7.262 %, Boltzmann 7.269 %
 B = 0.2698 T, K*R = 7.0156, omega_c*tau = 17.91
  formula 3.713 %, Boltzmann 3.723 %
Checks:
 residual width ratio on doubling V0 = 4.000
 largest |U_n - orbit average|, n=30: 1.93e-03
 largest |U_n - orbit average|, n=60: 4.91e-04
 Boltzmann change at flat band / at maximum = 0.00087
finished without a failed check
```
